# How a gap error enters the hole masses along [001]

**Q.** My density-functional calculation for a zinc-blende semiconductor gives too small a gap. Should I distrust both hole masses along [001] equally?

**A.** First we must say what is wrong with the gap. Take the simplest error: the lowest conduction state at $\Gamma$, an s-like state $S$, lies at the wrong energy, while all other levels and all momentum matrix elements are right. We can then follow that one energy into each mass. The gap that matters here is the direct one at $\Gamma$; in an indirect-gap material such as AlAs or GaP it is not the fundamental gap.

I use Hartree atomic units, so masses are in electron masses. Hole masses are positive and defined at $\Gamma$ by

$$E(k)=E_v-\frac{k^2}{2m},$$

where $E_v$ is the valence top. The valence states are p-like orbitals $X,Y,Z$, split by spin-orbit coupling into an upper quartet and a lower split-off pair. I let spin-orbit coupling act on this triplet alone.

**Q.** How does a conduction energy get into a valence mass at all?

**A.** Write a Bloch state as $e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$. For a local potential, the kinetic operator acting on $u$ is $(\mathbf p+\mathbf k)^2/2$, so

$$H(\mathbf k)=H(0)+\mathbf k\cdot\mathbf p+\frac{k^2}{2}.$$

For $\mathbf k$ along $z$ the perturbation is $kp_z$. It has no elements within the triplet:

- The rotation by 180° about $z$ reverses $X$ and $Y$ but keeps $Z$ and $p_z$, so $\langle X|p_z|Z\rangle=\langle Y|p_z|Z\rangle=0$.
- With real orbitals, $p_z=-i\partial_z$ has an antisymmetric matrix. Its diagonal elements vanish, and $\langle X|p_z|Y\rangle=-\langle Y|p_z|X\rangle$. The mirror exchanging $x$ and $y$ makes these two elements equal, so both vanish.

The first effect is therefore of second order. For an orbital $i$,

$$E_i(k)=E_v+\frac{k^2}{2}+k^2\sum_n\frac{|\langle n|p_z|i\rangle|^2}{E_v-E_n},$$

with $n$ outside the triplet. Define

$$A_i=\sum_n\frac{2|\langle n|p_z|i\rangle|^2}{E_n-E_v}.$$

Then $E_i=E_v+(k^2/2)(1-A_i)$, and comparison with the definition of the mass gives $1/m_i=A_i-1$. The $-1$ is the free-electron term, which bends the band upward. States above the valence top push it down.

**Q.** Those are orbitals. What are the actual heavy and light holes?

**A.** The upper quartet has the angular-momentum form $J=3/2$. Two of its members are

$$|\tfrac32\rangle=\frac{(X+iY)\uparrow}{\sqrt2},\qquad |\tfrac12\rangle=\frac{(X+iY)\downarrow-2Z\uparrow}{\sqrt6}.$$

The others are their time-reversed partners. The first state has no $Z$ part. The second has weight $4/6=2/3$ on $Z$ and $2/6=1/3$ on $X$ and $Y$ together.

We must check that second-order coupling does not mix them. The rotation about $z$ forbids an $XZ$ or $YZ$ term. A 180° rotation about $x$ keeps $X$, reverses $Y$, and leaves the product of two $p_z$ factors unchanged, so it forbids an $XY$ term. The fourfold rotation-inversion about $z$ exchanges $X$ and $Y$ up to sign, so $A_X=A_Y$. The orbital matrix is thus diagonal with entries $A_X,A_X,A_Z$. The one remaining candidate, between $|\tfrac32\rangle$ and $|-\tfrac12\rangle=[(X-iY)\uparrow+2Z\downarrow]/\sqrt6$, is proportional to $A_X-A_Y=0$.

The weights now give

$$\frac1{m_{hh}}=A_X-1,\qquad \frac1{m_{lh}}=\frac{A_X}{3}+\frac{2A_Z}{3}-1.$$

The light hole also couples to the split-off state, but through an element of order $k^2$. Its effect on the energy is of order $k^4$ divided by the spin-orbit splitting, so it does not enter the mass at $\Gamma$.

**Q.** Where does $S$ appear in these sums?

**A.** Apply the rotation about $z$ once more. $S$ and $p_z$ are even and $X$ is odd, so

$$\langle S|p_z|X\rangle=-\langle S|p_z|X\rangle=0,$$

and likewise for $Y$. Nothing forbids $\langle S|p_z|Z\rangle$; call its magnitude $P$. With $E_P=2P^2$ and $E_g=E_S-E_v$,

$$A_Z=\frac{E_P}{E_g}+B_Z,$$

where $B_Z$ collects all other states. $A_X$ contains no $S$ term. Hence

$$\frac1{m_{lh}}=-1+\frac{A_X}{3}+\frac{2B_Z}{3}+\frac{2E_P}{3E_g},\qquad \frac1{m_{hh}}=-1+A_X.$$

If $S$ alone is displaced, the light-hole mass changes and the heavy-hole mass does not. This is a statement about the $k^2$ coefficient.

The zero does not depend on my simple treatment of spin. With full spin-orbit coupling, the term linear in $\mathbf k$ is still a vector operator. A vector acting on the $S$ doublet gives six states, which contain the symmetry type of the valence quartet once. One constant therefore fixes all couplings between doublet and quartet, and their ratios are those of combining angular momentum 1 with spin 1/2. In that combination the $\pm3/2$ states contain no $z$ component, so the $z$ component of the operator cannot reach them from $S$.

Full spin-orbit coupling does add one complication. Zinc-blende has no inversion centre, so a small term linear in $k$ is allowed within the quartet. Along [001] it mixes $|\tfrac32\rangle$ with $|-\tfrac12\rangle$ very close to $\Gamma$. The two masses then describe the bands at slightly larger $k$, where the $k^2$ splitting of the holes exceeds this term. My simple treatment leaves the linear term out.

**Q.** If $S$ does not push the heavy hole down, what does?

**A.** Higher states that $p_z$ can reach from $X$ or $Y$, such as the next p-like conduction triplet. If $A_X$ were zero, the band would have the upward curvature of a free electron. The heavy hole thus depends on conduction states, but on more distant ones.

**Q.** Can you put numbers on this?

**A.** Take a model zinc-blende crystal with lattice constant 10.5 bohr, round local pseudopotential form factors, 137 plane waves and a valence spin-orbit splitting of 0.010 hartree. It represents no particular material. Its gap is 0.0493 hartree, or 1.34 eV, and the next conduction triplet lies 0.153 hartree above the valence top.

The sums are $A_X=3.505$, $E_P=0.7172$ hartree and $B_Z=1.602$. Thus $E_P/E_g=14.546$, $A_Z=16.148$, and

$$\frac1{m_{hh}}=3.505-1=2.505,\qquad m_{hh}=0.399,$$

$$\frac1{m_{lh}}=\frac{3.505}{3}+\frac{2(16.148)}{3}-1=10.934,\qquad m_{lh}=0.0915.$$

Both inverse masses were tested against the curvature of bands obtained by diagonalizing the plane-wave Hamiltonian at small $k$. The band eigenvectors also give the coupling strengths to $S$ directly: 0.478 hartree for the light hole, which is $2E_P/3$, and zero within rounding for the heavy hole.

Now lower $S$ by 0.010 hartree, so that the gap is 0.0393 hartree:

$$\frac1{m'_{lh}}=10.934+0.4781\left(\frac1{0.0393}-\frac1{0.0493}\right)=10.934+2.468=13.402.$$

The light-hole mass falls to 0.0746, a change of $-18.4\%$ relative to its starting value. The heavy-hole mass stays at 0.399. Diagonalization with the displaced level confirms both results.

**Q.** The gap fell by 20%, but the light-hole mass by only 18%. Why are they not proportional?

**A.** Part of the inverse mass does not come from $S$. Differentiate at fixed $E_P$, $A_X$ and $B_Z$:

$$\frac{d(1/m_{lh})}{dE_g}=-\frac{2E_P}{3E_g^2}.$$

Since $d\ln m=-m\,d(1/m)$,

$$\frac{d\ln m_{lh}}{d\ln E_g}=\frac{2m_{lh}E_P}{3E_g}=\frac{2(14.546)}{3(10.934)}=0.887.$$

This is the share of $1/m_{lh}$ supplied by $S$. As $E_g\to0$ with the other quantities fixed, the $S$ term dominates, the share tends to one, and $m_{lh}\to3E_g/(2E_P)$. The range of $k$ in which the band is parabolic shrinks at the same time, because second-order theory needs $kP\ll E_g$. All of this assumes $E_g>0$. For narrow-gap compounds such as InAs or InSb, a local or semilocal functional can put $S$ below the valence top. The $S$ term then changes sign, and for a small negative gap the $\pm\tfrac12$ band curves upward and is no longer a hole band. The [001] heavy hole still has no $S$ term.

**Q.** How do you know that the $S$ coupling is the cause, and not some other difference between the two bands?

**A.** Delete the momentum element between $S$ and the valence triplet, and keep everything else. The light-hole inverse mass becomes

$$10.934-\frac{2(14.546)}{3}=1.236.$$

The mass is then about 0.81, so the "light" hole is heavier than the heavy one. Moving $S$ by 0.010 hartree now changes neither mass within the numerical tolerance. The sensitivity disappears with the coupling.

**Q.** Does the protection hold for other directions?

**A.** Not in general. Consider [110], where $k_x=k_y=k/\sqrt2$. The second-order matrix now has an $XY$ element, governed by

$$A_N=\sum_n\frac{2\,\mathrm{Re}\left[\langle X|p_x|n\rangle\langle n|p_y|Y\rangle+\langle X|p_y|n\rangle\langle n|p_x|Y\rangle\right]}{E_n-E_v}.$$

In units of $-k^2/2$, the diagonal elements are $a=(A_Z+A_X)/2-1$ for $X$ and $Y$, and $c=A_X-1$ for $Z$. The $XY$ element is $b=A_N/2$. Projecting on $|\tfrac32\rangle$ and $|-\tfrac12\rangle$ gives

$$\begin{pmatrix}a&-ib/\sqrt3\\ ib/\sqrt3&(a+2c)/3\end{pmatrix}.$$

The mean of the diagonal is $(2a+c)/3$ and half its difference is $(a-c)/3$. The smaller eigenvalue is the heavy-hole inverse mass:

$$\frac1{m_{hh}^{110}}=\frac{2a+c}{3}-\sqrt{\frac{(a-c)^2}{9}+\frac{b^2}{3}}=\gamma_1-\sqrt{\gamma_2^2+3\gamma_3^2},$$

$$\gamma_1=\frac{A_Z+2A_X}{3}-1,\qquad\gamma_2=\frac{A_Z-A_X}{6},\qquad\gamma_3=\frac{A_N}{6}.$$

$S$ contributes $E_P/E_g$ to both $A_Z$ and $A_N$. If that term grows by $D$, then $\gamma_1$ grows by $D/3$, and $\gamma_2$ and $\gamma_3$ each grow by $D/6$. For small $D$,

$$\delta\left(\frac1{m_{hh}^{110}}\right)=\frac D3\left[1-\frac{\gamma_2+3\gamma_3}{2\sqrt{\gamma_2^2+3\gamma_3^2}}\right].$$

The bracket vanishes when $\gamma_2=\gamma_3>0$, which is the case of isotropic hole bands. Otherwise some $S$ coupling enters.

Here $\gamma_1,\gamma_2,\gamma_3$ are 6.719, 2.107 and 2.833. Lowering $S$ by 0.010 hartree gives $D=0.7172\times5.161=3.701$, which is too large for the linear formula. The full expression gives

$$\frac1{m_{hh}^{110}}=7.953-\sqrt{2.724^2+3(3.450)^2}=1.386.$$

The mass goes from 0.725 to 0.722, a change of $-0.5\%$. The protection is lost in principle, but the leak is small in this model because $\gamma_2$ and $\gamma_3$ are not very different. Along [111] the protection does hold: there $1/m_{hh}=\gamma_1-2\gamma_3$, and the changes $D/3-2(D/6)$ cancel.

**Q.** Back to [001]. Suppose the functional puts every conduction state too low, not just $S$.

**A.** Then the heavy-hole mass changes too. Let all conduction energies move by $dE$. In the model, the only occupied state besides the triplet is a low s-like one. The same 180° rotation forbids coupling of $X$ to it, so $A_X$ contains conduction states alone. Define a mean denominator $\bar E$ by

$$\frac{A_X}{\bar E}=\sum_n\frac{2|\langle n|p_z|X\rangle|^2}{(E_n-E_v)^2}.$$

Then $dA_X/dE=-A_X/\bar E$. Since $A_X=1+1/m_{hh}$,

$$\frac{d\ln m_{hh}}{dE}=\frac{m_{hh}A_X}{\bar E}=\frac{1+m_{hh}}{\bar E}=\frac{1.399}{0.1549}=9.03\ \text{per hartree}.$$

For the light hole, $S$ alone gives $0.887/0.0493=18.0$ per hartree, and the other conduction states raise the total to 19.0. For the finite shift of $-0.010$ hartree, the masses change by $-8.8\%$ for the heavy hole and $-19.1\%$ for the light hole.

So in this model the heavy hole is about half as sensitive, not immune. This ordering is numerical, not a symmetry rule. Let $f$ be the share of $1/m_{lh}$ due to $S$. Lowering any other conduction state can only add to the light-hole sensitivity, so a sufficient condition for the light hole to be the more sensitive is

$$\frac{f}{E_g}>\frac{1+m_{hh}}{\bar E}.$$

This form assumes, as in the model, that no occupied state outside the triplet couples to $X$. In many real materials occupied d states do. Then take $A_X$ and $\bar E$ over conduction states only, and replace $1+m_{hh}$ by $m_{hh}A_X$.

A small direct gap favours the condition. When $E_g$ is comparable with $\bar E$, the condition can fail and the masses must be compared case by case.

**Q.** Could I repair the light-hole mass with a scissors correction, raising all conduction bands by the missing gap?

**A.** A rigid scissors shift changes neither hole mass. It adds $\delta\,Q(\mathbf k)$ to the Hamiltonian, where $Q(\mathbf k)$ projects on the conduction states at that same $\mathbf k$. The valence eigenstates have no component there, so their energies stay as they were.

This differs from replacing $E_g$ in a k·p denominator, as the pair $Z,S$ shows. Choose phases so that $\langle S|p_z|Z\rangle=P$. To first order the conduction state is $S+(kP/E_g)Z$. The scissors term therefore adds $\delta kP/E_g$ to the $SZ$ element and $\delta k^2P^2/E_g^2$ to the $ZZ$ element. The coupling becomes $kP(1+\delta/E_g)$, and the part of the valence energy due to $S$ is

$$-\frac{k^2P^2(1+\delta/E_g)^2}{E_g+\delta}+\frac{\delta k^2P^2}{E_g^2}
=-\frac{k^2P^2(E_g+\delta)}{E_g^2}+\frac{\delta k^2P^2}{E_g^2}=-\frac{k^2P^2}{E_g}.$$

The original curvature returns. To correct the light-hole mass by changing $E_g$ in the formula, you must assume that the true $P$ and the remote terms $A_X$ and $B_Z$ are close to the calculated ones. The scissors operator instead keeps the calculated valence bands as they are.

**Q.** A real error in the potential changes energies and wavefunctions together. Does anything survive?

**A.** The symmetry zero survives, because it needs only the crystal symmetry and the character of the states. The fixed values of $P$ and of the remote terms do not.

As one example, change the 220 form factor of the model from 0.005 to 0.003 hartree. The gap falls from 0.0493 to 0.0423 hartree, or by 14%, while $E_P$ changes from 0.717 to 0.716 hartree. The light-hole mass falls by 12.5%. The heavy-hole mass rises by 1.3%, opposite in sign to the result of lowering all conduction states.

That rise cannot come from the direct $S$ term, which is still zero. It means that $A_X$ has decreased, through remote energies, remote matrix elements or both; these numbers do not separate the two. Another error in the potential could disturb $A_X$ more strongly. For your own material, the position of the higher p-like conduction states is therefore worth checking before you trust the heavy-hole mass. The full set of values is in the numerical output below.

## Numbers as computed

```
Lattice constant: 10.5 bohr
Plane waves: 137
Symmetric form factor, |G|^2 index 3: -0.120 hartree
Symmetric form factor, |G|^2 index 11: 0.030 hartree
Symmetric form factor, |G|^2 index 8: 0.005 hartree
Antisymmetric form factor, index 3: 0.030 hartree
Antisymmetric form factor, index 4: 0.020 hartree
Valence spin-orbit splitting: 0.010 hartree
Gap E_g: 0.04930 hartree
Gap E_g converted: 1.342 eV
Distance to next conduction triplet: 0.15327 hartree
Momentum element P: 0.59881 a.u.
E_P = 2P^2: 0.71715 hartree
lh coupling strength to S: 0.47810 hartree
hh coupling strength to S: 1.0e-17 hartree
A_X: 3.50519
A_Z: 16.14808
S part of A_Z, E_P/E_g: 14.54596
Remote part B_Z: 1.60212
1/m_lh [001]: 10.93378
1/m_hh [001]: 2.50519
m_lh [001]: 0.09146 electron masses
m_hh [001]: 0.39917 electron masses
Imposed level error: -0.010 hartree
Gap after level error: 0.03930 hartree
S moved: m_lh: 0.07462 electron masses
S moved: m_hh: 0.39917 electron masses
S moved: change of m_lh: -18.41 %
S moved: change of m_hh: 0.00 %
All conduction moved: m_lh: 0.07397 electron masses
All conduction moved: m_hh: 0.36400 electron masses
All conduction moved: change of m_lh: -19.12 %
All conduction moved: change of m_hh: -8.81 %
Potential changed: m_lh: 0.08000 electron masses
Potential changed: m_hh: 0.40417 electron masses
Potential changed: change of m_lh: -12.53 %
Potential changed: change of m_hh: 1.25 %
d ln m_lh / d ln E_g, S moved: 0.8869
Mean remote denominator for hh: 0.15489 hartree
d ln m_lh / dE, all moved: 19.009 per hartree
d ln m_hh / dE, all moved: 9.033 per hartree
1/m_lh with S-valence coupling deleted: 1.23648
gamma1: 6.71949
gamma2: 2.10715
gamma3: 2.83331
m_hh [110]: 0.72527 electron masses
m_hh [110], S moved: 0.72162 electron masses
Change of m_hh [110], S moved: -0.503 %
Changed 220 form factor: 0.003 hartree
Gap with changed potential: 0.04232 hartree
E_P with changed potential: 0.71593 hartree
```
